# Coordinate matrix elements between displaced oscillators of equal frequency, part 2

When a semiconductor defect captures a carrier without emitting light, the electronic energy can go into vibrations. The electronic coupling is $W_1x$, with $W_1$ constant and $x$ measured from the initial minimum, where the coupling vanishes. The problem is to find the vibrational element of $x$.

For one mode of mass $m$ and angular frequency $\omega$, with final minimum at $d\neq0$ and each energy counted from its own curve's minimum,

$$
H_i=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2},\qquad
H_f=\frac{p^2}{2m}+\frac{m\omega^2(x-d)^2}{2}.
\tag{2}
$$

Their eigenstates $|k\rangle$ (initial) and $|n'\rangle$ (final) have energies $(k+\tfrac12)\hbar\omega$ and $(n+\tfrac12)\hbar\omega$. With the Huang–Rhys factor $S=m\omega d^2/(2\hbar)$ and the zero-point length $\lambda=\sqrt{\hbar/(2m\omega)}$,

$$
H_f-H_i=-m\omega^2d\,x+S\hbar\omega .
\tag{7}
$$

The theorem is

$$
\langle n'|x|0\rangle
=-\frac{\hbar}{m\omega d}(n-S)\langle n'|0\rangle,
\qquad
\frac{\hbar}{m\omega d}=\frac{\lambda}{g}.
\tag{26}
$$

For well-separated minima, the element therefore has a dip in magnitude near $n=S$, where the overlap is largest. Measured from the final minimum, the coordinate has instead the element

$$
\langle n'|(x-d)|0\rangle
=-\frac{\hbar}{m\omega d}(n+S)\langle n'|0\rangle .
\tag{20}
$$

The lowering operators $a_i$ (initial) and $a_f$ (final) obey $x=\lambda(a_i+a_i^\dagger)$, $a_i|0\rangle=0$ and

$$
a_i=a_f+g,\qquad
g=d\sqrt{\frac{m\omega}{2\hbar}},\qquad g^2=S .
\tag{11}
$$

The overlap recursion, the squared overlaps and the explicit coordinate element are

$$
\sqrt{n+1}\,\langle(n+1)'|0\rangle=-g\langle n'|0\rangle ,
\tag{14}
$$

$$
P_n=|\langle n'|0\rangle|^2=e^{-S}\frac{S^n}{n!} ,
\tag{23}
$$

$$
\langle n'|x|0\rangle
=\lambda(-1)^{n+1}(n-S)\frac{g^{n-1}}{\sqrt{n!}}e^{-S/2}.
\tag{25}
$$

The silicon example uses $m=28.085$ u, $\hbar\omega=40$ meV, $d=20$ pm and $\Delta E=0.40$ eV, where $\Delta E$ is the height of the initial minimum above the final one. Energy conservation from $|0\rangle$ to $|n'\rangle$, the resonance considered next, requires

$$
\Delta E+\frac{\hbar\omega}{2}
=\left(n+\frac12\right)\hbar\omega,
\qquad\text{so}\qquad \Delta E=n\hbar\omega .
\tag{27}
$$

**Proposition 1.** At this resonance the two potential curves cross at one point $x_c$, and

$$
\langle n'|x|0\rangle=x_c\langle n'|0\rangle,\qquad
x_c=-\frac{\hbar}{m\omega d}(n-S).
\tag{28}
$$

*Proof.* On a common energy scale, the crossing condition is

$$
\frac{m\omega^2x_c^2}{2}+n\hbar\omega
=\frac{m\omega^2(x_c-d)^2}{2}.
$$

Expanding the right side and cancelling $m\omega^2x_c^2/2$ gives

$$
n\hbar\omega=-m\omega^2d\,x_c+S\hbar\omega .
$$

This linear equation has the single solution in (28). Comparison with (26) proves the relation between the elements. $\square$

A linear coupling thus acts in this matrix element as if it were constant, with its value taken at the crossing. At $n=S$ the crossing lies at the initial minimum, where $W_1x$ vanishes. For $d>0$, the crossing lies on the side towards the final minimum if $n<S$, and on the side away from it if $n>S$.

The height of the crossing above the initial minimum is

$$
E_c=\frac{m\omega^2x_c^2}{2}
=\frac{\hbar^2(n-S)^2}{2md^2}
=\frac{(n-S)^2}{4S}\hbar\omega .
\tag{29}
$$

The last step uses $\hbar/(md^2)=\omega/(2S)$. The squared factor multiplying the overlap is therefore proportional to this barrier. A higher barrier on the side $n>S$ comes with a stronger linear coupling at the crossing, while the overlap decreases as $n$ moves upward away from $S$.

### Excited initial levels and temperature

**Proposition 2.** For any initial level $k$,

$$
\langle n'|x|k\rangle
=-\frac{\hbar}{m\omega d}(n-k-S)\langle n'|k\rangle .
\tag{30}
$$

*Proof.* Acting to the left with $H_f$ and to the right with $H_i$ gives

$$
\langle n'|(H_f-H_i)|k\rangle
=(n-k)\hbar\omega\langle n'|k\rangle .
$$

The linear form of $H_f-H_i$ gives $-m\omega^2d\langle n'|x|k\rangle+S\hbar\omega\langle n'|k\rangle$ for the same element. Equating the two expressions and dividing by $-m\omega^2d$ gives (30). $\square$

Suppose that $\Delta E=q\hbar\omega$, with $q$ a fixed non-negative integer. Each resonant transition then has $n-k=q$, whatever its initial level. For initial populations $w_k$ without coherence between levels,

$$
\sum_kw_k|\langle(k+q)'|x|k\rangle|^2
=x_c^2\sum_kw_k|\langle(k+q)'|k\rangle|^2,
\tag{31}
$$

where $x_c=-\hbar(q-S)/(m\omega d)$. Within the model, temperature changes the overlap sum and leaves the crossing-point factor unchanged. Broadening at fixed $\Delta E$ can admit several values of $q$. Each term then has its own factor $-\hbar(q-S)/(m\omega d)$, which is the crossing point of the actual curves only when $q\hbar\omega=\Delta E$. Broadening fills the dip. For $S=5.375$ at zero temperature, a Gaussian weight on the levels gives a sum of squared elements at $\Delta E=S\hbar\omega$ equal to $0.22$ of its maximum over $\Delta E$ for a standard deviation $\hbar\omega$, and $0.69$ for $2\hbar\omega$.

### A deep level in silicon

Take one effective mode with the mass of a silicon atom, $m=28.085$ u. Let $\hbar\omega=40$ meV, $d=20$ pm and $\Delta E=0.40$ eV, so that

$$
n=\frac{400\ \text{meV}}{40\ \text{meV}}=10 .
$$

These are rough values for a deep level, chosen for the example. They are not data for an identified defect. The numerical output gives $\lambda=4.313$ pm and $\hbar/(m\omega d)=1.8605$ pm. Hence

$$
S=\frac{d}{2\hbar/(m\omega d)}
=\frac{20}{2\times1.8605}=5.375,
$$

and the relaxation energy is $5.375\times40=215$ meV.

The crossing is at

$$
x_c=-1.8605\times(10-5.3749)=-8.605\ \text{pm}.
$$

The overlap is $0.16026$, which gives

$$
\langle10'|x|0\rangle=-8.605\times0.16026=-1.379\ \text{pm}.
$$

Direct integration over the wavefunctions gives the same ratio of coordinate element to overlap, $-8.6049$ pm, as a numerical search for the crossing of the curves.

Had the coordinate been measured from the final minimum, the element would be $-4.584$ pm. The squared element would be larger by

$$
\left(\frac{10+5.3749}{10-5.3749}\right)^2=11.05 .
$$

Replacing $x$ by the zero-point length makes an error in the other direction. The true squared element is larger than $\lambda^2|\langle10'|0\rangle|^2$ by $(8.605/4.313)^2=3.98$.

Among the levels $n=0$ to $12$, the magnitude of the overlap is largest at $n=5$, where it is $0.416$. The coordinate element has its smallest magnitude in the same list there, $0.290$ pm, because $n-S=-0.375$. The overlap changes sign from each level to the next. The coordinate element does so as well, except between $n=5$ and $n=6$, where $n-S$ itself changes sign.

The coordinate element has two maxima in magnitude, at $n=2$ and $n=9$. Their approximate positions follow from the Poisson weights. Since $P_{n+1}/P_n=S/(n+1)$, for large $S$ and $|n-S|\ll S$ one has

$$
\frac{d\ln P}{dn}\simeq-\frac{n-S}{S},
\qquad
P\propto\exp\left[-\frac{(n-S)^2}{2S}\right].
$$

Multiplication by $(n-S)^2$ gives maxima at $n\simeq S\pm\sqrt{2S}$. Here these are $2.1$ and $8.7$, close to the two integers found, although $S$ is not very large.

The barrier from (29) is

$$
E_c=\frac{(4.6251)^2}{4\times5.3749}\times40\ \text{meV}
=39.8\ \text{meV}.
$$

It lies above the initial zero-point energy of $20$ meV. The crossing is thus in the classically forbidden part of the initial ground state: a classical vibration with the zero-point energy would not reach it. The transition is still possible because the quantum states overlap. No barrier in position separates the two motions here, since the range allowed classically in the initial state, $-6.1$ to $6.1$ pm, lies inside that of the final state, $-8.0$ to $48.0$ pm.

### Sensitivity to the displacement

From (25), at fixed $m$, $\omega$ and $n$, the squared element depends on $S$ as

$$
|\langle n'|x|0\rangle|^2
\propto(n-S)^2S^{n-1}e^{-S}.
$$

Taking the logarithmic derivative gives

$$
\frac{\partial\ln|\langle n'|x|0\rangle|^2}{\partial\ln S}
=n-1-S-\frac{2S}{n-S}.
\tag{32}
$$

For the example this is $9-5.375-2.324=1.30$. The squared overlap alone has the logarithmic derivative $n-S=4.63$. A small increase of $S$ by 1% therefore raises the squared overlap by about 4.6%, but the squared coordinate element by about 1.3%. The difference arises because the crossing moves towards the initial minimum and the coupling there becomes weaker.

### Quadratic coupling

The crossing-point rule applies to a coupling linear in $x$. It does not permit every power of $x$ to be replaced by the same power of $x_c$.

**Proposition 3.**

$$
\frac{\langle n'|x^2|0\rangle}{\langle n'|0\rangle}
=x_c^2+\lambda^2\left(1-\frac nS\right).
\tag{33}
$$

*Proof.* With $x=\lambda(a_i+a_i^\dagger)$,

$$
x^2|0\rangle
=\lambda^2(a_i+a_i^\dagger)a_i^\dagger|0\rangle
=\lambda^2\left[(a_i^\dagger)^2+1\right]|0\rangle,
$$

because $a_ia_i^\dagger|0\rangle=|0\rangle$. Insert $a_i^\dagger=a_f^\dagger+g$:

$$
(a_i^\dagger)^2=(a_f^\dagger)^2+2ga_f^\dagger+g^2 .
$$

The overlap recursion used once gives $\langle n'|a_f^\dagger|0\rangle=-(n/g)\langle n'|0\rangle$. Used twice, it gives

$$
\langle n'|(a_f^\dagger)^2|0\rangle
=\frac{n(n-1)}{g^2}\langle n'|0\rangle .
$$

The ratio in (33) is therefore

$$
\begin{aligned}
\lambda^2\left[\frac{n(n-1)}{S}-2n+S+1\right]
&=\lambda^2\left[\frac{(n-S)^2-n}{S}+1\right]\\
&=\frac{\lambda^2(n-S)^2}{S}
+\lambda^2\left(1-\frac nS\right).
\end{aligned}
$$

The first term is $x_c^2$ by (26) and (28). $\square$

At $n=10$, the ratio is $58.04$ pm², whereas $x_c^2=74.05$ pm². For a coupling $W_1x+W_2x^2/2$, the quadratic contribution relative to the linear one is

$$
\frac{W_2}{2W_1}\,\frac{58.04}{-8.605}\ \text{pm}
=-(3.37\ \text{pm})\frac{W_2}{W_1}.
$$

Its size cannot be stated without the electronic ratio $W_2/W_1$. For integer $S$, both terms in (33) vanish at $n=S$, so this quadratic term does not remove the zero.

### Unequal frequencies

Let the final frequency be $\omega_f$, while the initial one remains $\omega$. Then

$$
H_f-H_i
=\frac m2(\omega_f^2-\omega^2)x^2
-m\omega_f^2d\,x+\frac{m\omega_f^2d^2}{2}.
\tag{34}
$$

The element of $x$ is now tied to that of $x^2$. Where the overlap is nonzero, define

$$
r_1=\frac{\langle n'|x|0\rangle}{\langle n'|0\rangle},
\qquad
r_2=\frac{\langle n'|x^2|0\rangle}{\langle n'|0\rangle}.
$$

At resonance, $\langle n'|(H_f-H_i)|0\rangle=\Delta E\,\langle n'|0\rangle$. Dividing the element of (34) by the overlap, and writing $r_2=r_1^2+(r_2-r_1^2)$, gives

$$
V_f(r_1)-V_i(r_1)-\Delta E
=-\frac m2(\omega_f^2-\omega^2)(r_2-r_1^2),
\tag{35}
$$

where $V_i$ and $V_f$ are the potentials counted from their own minima. The left side vanishes at a crossing. With unequal frequencies, $r_1$ is therefore a crossing point only if $r_2=r_1^2$.

Two cases show the size of the change. The mass, displacement, initial frequency and $\Delta E=0.40$ eV are held fixed, and the final frequency is chosen to restore resonance.

- A final quantum of $36.52$ meV puts level 11 in resonance. The squared coordinate element is $0.502$ of its equal-frequency value. The ratio $r_1$ is $-13.00$ pm and the nearby crossing is at $-13.18$ pm.
- A final quantum of $44.21$ meV puts level 9 in resonance. The squared element is $0.931$ of its equal-frequency value. Here $r_1=-5.15$ pm and the crossing is at $-5.11$ pm.

The crossing rule is accurate to 1.4% and 0.7% in $r_1$ for these two cases. The equal-frequency value of $x_c$ is not, because the crossing itself has moved. In the softer case the squared coordinate factor rises by $(13.00/8.605)^2=2.28$, so the squared overlap must fall to $0.502/2.28=0.22$ of its former value. In the harder case the two factors are $0.36$ and $2.6$. Their near cancellation explains the small net change.

### Several modes

For independent modes labelled $j$, each with equal initial and final frequency, the vibrational states are products. If the coupling is $\sum_jw_jx_j$, applying the theorem to one factor at a time gives

$$
-\left[\sum_jw_j\frac{\hbar}{m_j\omega_jd_j}(n_j-S_j)\right]
\prod_l\langle n_l'|0_l\rangle .
\tag{36}
$$

All displacements are assumed nonzero. The bracket is proportional to $\sum_jn_j-\sum_jS_j$ for all sets of levels if and only if $w_j\hbar/(m_j\omega_jd_j)$ is the same for every mode. To see the necessity, raise one $n_j$ by one: the bracket changes by the coefficient of that mode, whereas the total quantum number changes by one for each choice of $j$. A general defect coupling need not meet this condition, and then the dip fills. Take two modes of equal mass and frequency and rotate them into one mode along the displacement, with $S=S_1+S_2$, and one undisplaced mode. Let the coupling have slope $w$ and make an angle $\theta$ with the displacement. Its component along the undisplaced mode creates exactly one quantum there, so the squared elements summed over final states with $N$ quanta give

$$
w^2\lambda^2\left[\cos^2\theta\,\frac{(N-S)^2}{S}P_N+\sin^2\theta\,P_{N-1}\right],
$$

where $P_N=e^{-S}S^N/N!$ and $P_{-1}=0$. The second term does not vanish at $N=S$. For $\theta=90^\circ$ the result is the zero-point length squared times a squared overlap, largest near $N=S$. The dip is thus a property of the coupling along the displacement, not of defect capture in general.

### How the example stands beside a silicon device

Phonon energies in silicon extend to roughly 65 meV, so a 40 meV mode lies within their range. A level 0.40 eV from a band edge is deep compared with thermal energy at room temperature. The assumed displacement is less than a tenth of a silicon bond length, which is roughly 240 pm. Real defects involve many modes and may have other displacements; assigning the mass of one atom to the motion is a simplification. At 300 K, with $k_BT=25.85$ meV, the thermal average in (31) raises the squared element by a factor $1.43$ over its zero-temperature value. Anharmonicity has a larger effect in the cases computed. Replace the final parabola by a Morse curve of depth $3$ eV, a round value of the order of a bond energy, keep $m$, $d$, the initial curve and the released energy fixed, and adjust the final frequency so that level 10 is resonant. The squared element becomes $0.25$ of the harmonic value if the initial minimum is on the steep side of the Morse curve, and $0.14$ if it is on the soft side. These factors depend strongly on the assumed depth: they are $0.07$ and $0.03$ for $2$ eV, and $0.39$ and $0.24$ for $4$ eV.

That both orientations lower the element is a result for these parameters, not a general rule. The numbers do not separate the change of overlap from the change of coordinate factor. The cubic term of the Morse curve is not small at this displacement. With $y$ measured from the final minimum towards the soft side, the Morse curve has the expansion

$$
D(1-e^{-ay})^2=Da^2y^2(1-ay+\cdots).
$$

Its small-amplitude frequency $\omega_M$ obeys $Da^2=m\omega_M^2/2$. For a small-amplitude quantum of $41.51$ meV,

$$
a|d|=\sqrt{\frac{m\omega_M^2d^2}{2D}}
=\sqrt{\frac{215\times(41.51/40)^2}{3000}}=0.28 .
$$

At the initial minimum the cubic term is thus 28% of the quadratic term in magnitude. For such a defect, equation (26) gives the harmonic reference, and a capture calculation needs the actual final curve. It also needs the electronic coupling, the level broadening and any Coulomb attraction of the carrier. These have not been supplied here, so the example determines vibrational matrix elements and not a capture rate.

## Calculated quantities

```
effective mass = 28.085 u
phonon energy = 40.0 meV
displacement d = 20.0 pm
energy released = 0.40 eV, n = 10
Huang-Rhys factor S = 5.3749
relaxation energy S*hbar*omega = 215.0 meV
zero-point length sqrt(hbar/2m omega) = 4.313 pm
length hbar/(m omega d) = 1.8605 pm
n, overlap, x element from initial minimum (pm):
   0  +0.06805  +0.68054
   1  -0.15777  -1.28421
   2  +0.25865  +1.62405
   3  -0.34621  -1.52971
   4  +0.40132  +1.02658
   5  -0.41609  -0.29024
   6  +0.39382  -0.45800
   7  -0.34509  +1.04338
   8  +0.28286  -1.38150
   9  -0.21860  +1.47431
  10  +0.16026  -1.37904
  11  -0.11203  +1.17240
  12  +0.07497  -0.92413
x element / overlap at n=10: -8.6049 pm
crossing point of the curves: -8.6049 pm
x element from final minimum, n=10: -4.58426 pm
squared element, final/initial origin: 11.05
sum over n=0..45 of squared x elements: 18.605 pm^2
x^2 element / overlap at n=10: 58.04 pm^2
crossing point squared: 74.05 pm^2
Neglected effects: squared x element relative to the model
  temperature 300 K (kT = 25.85 meV): 1.430
  final phonon 36.52 meV, level 11: 0.502
    x element/overlap -13.002 pm, crossing -13.185 pm
  final phonon 44.21 meV, level 9: 0.931
    x element/overlap -5.145 pm, crossing -5.111 pm
  Morse depth 3.0 eV, small-amplitude phonon 41.51 meV:
    initial minimum on steep side: 0.247
    initial minimum on soft side: 0.137
```
